# Composition and Residue of a Freely Evaporating Ideal Binary Melt

## Problem

A melt of two components A and B evaporates into vacuum at temperature $T$. The amounts in the melt are $n_A$ and $n_B$ (in moles), the total is $N=n_A+n_B$, and $x=n_A/N$ is the mole fraction of A. The initial values are $N_0$ and $x_0$, with $0<x_0<1$. The surface area is $S$.

The following is assumed.

- The melt is ideal: the equilibrium partial pressure of each component is its mole fraction times the saturation pressure $p_i$ of the pure liquid (Raoult's law).
- The melt is well mixed, so the surface has the composition of the bulk.
- Both vapours are monatomic, with atomic masses $m_i$.
- No evaporated atom returns to the melt.
- The temperature is held constant, and so are the evaporation coefficients $a_i$. The coefficient $a_i$ is the fraction of arriving vapour atoms of kind $i$ that condense at equilibrium.

(a) Find the rates at which A and B leave. What must "A is more volatile" mean if $x$ is to fall?

(b) Find how $n_A$ and $n_B$ are related during the evaporation.

(c) What fraction $f=N/N_0$ of the melt is left when $x=x_0/2$? Discuss the limits.

(d) How long does this take at constant area?

(e) Evaluate the results for a model melt with $T=1200$ K, $p_A=0.10$ Pa, $p_B=0.02$ Pa, $m_A=100$ u, $m_B=25$ u, $a_A=a_B=1$, $x_0=0.40$, $N_0=1.0$ mmol and $S=1.0$ cm². Are the assumptions of mixing and of no return reasonable?

SI-based units are used, since atomic units are unnatural for pressures and times of this kind.

## Hints

1. At equilibrium each component condenses as fast as it evaporates. The condensation rate follows from the Maxwell distribution. What changes when the vapour is removed?
2. Time, area and total amount enter both balances in the same way. Divide one balance by the other.
3. Write both amounts in terms of $N$ and $x$ before setting $x=x_0/2$.
4. For the time, look for a combination of $n_A$ and $n_B$ that falls at a rate independent of composition. Remember that the two mole fractions add to one.

## Solution

### (a) Fluxes and the meaning of volatility

Consider a vapour of atomic mass $m$ at pressure $p$. Its number density is $p/(kT)$, where $k$ is Boltzmann's constant. The number of atoms striking unit area per unit time is the density times an average of the normal velocity $v$ over all atoms, in which those moving away from the surface count as zero:

$$
J=\frac{p}{kT}\int_0^\infty v\,\sqrt{\frac{m}{2\pi kT}}\;e^{-mv^2/(2kT)}\,dv .
$$

Since $\int_0^\infty v\,e^{-mv^2/(2kT)}dv=kT/m$,

$$
J=\frac{p}{kT}\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}
=\frac{p}{\sqrt{2\pi mkT}} .
$$

Over the melt at equilibrium, component $i$ has the partial pressure $x_ip_i$, with $x_A=x$ and $x_B=1-x$. A fraction $a_i$ of the arriving atoms condenses, and an equal number must evaporate. We take this emission to be a property of the liquid surface alone, so that it continues unchanged when the vapour is removed. The molar flux from the melt is then $k_ix_i$, with

$$
k_i=\frac{a_ip_i}{N_{\rm Av}\sqrt{2\pi m_ikT}},
$$

where $N_{\rm Av}$ is Avogadro's constant. This is the Hertz–Knudsen flux without its return term. The balances are

$$
\frac{dn_A}{dt}=-Sk_A\frac{n_A}{N},\qquad
\frac{dn_B}{dt}=-Sk_B\frac{n_B}{N}. \tag{1}
$$

The relative loss rates $-d\ln n_i/dt=Sk_i/N$ differ only through $k_i$. The mole fraction of A therefore falls if $k_A>k_B$, that is, if

$$
\alpha\equiv\frac{k_A}{k_B}=\frac{a_Ap_A}{a_Bp_B}\sqrt{\frac{m_B}{m_A}}>1 .
$$

This is the required meaning of "more volatile". A higher saturation pressure is not sufficient, because heavy atoms leave more slowly at a given pressure. If $\alpha=1$ the composition stays constant, and if $\alpha<1$ the melt becomes richer in A. From here on $\alpha>1$.

### (b) The relation between the amounts

Dividing the first balance in (1) by the second removes $S$, $N$ and $dt$:

$$
\frac{dn_A}{dn_B}=\alpha\frac{n_A}{n_B}
\quad\Longrightarrow\quad
d\ln n_A=\alpha\,d\ln n_B .
$$

With constant $\alpha$, integration from the initial state gives

$$
\frac{n_A}{n_{A0}}=\left(\frac{n_B}{n_{B0}}\right)^{\alpha}. \tag{2}
$$

The area has dropped out, even if it varies with time. It sets how fast the melt moves along the path (2), not the path itself.

### (c) The residual amount

Insert $n_A=xN$ and $n_B=(1-x)N$ into (2), with $f=N/N_0$:

$$
f\,\frac{x}{x_0}=f^{\alpha}\left(\frac{1-x}{1-x_0}\right)^{\alpha}.
$$

Divide by $f$ and solve for the remaining power of $f$:

$$
f^{\alpha-1}=\frac{x}{x_0}\left(\frac{1-x_0}{1-x}\right)^{\alpha}. \tag{3}
$$

Now set $x=x_0/2$ and define

$$
q=\frac{1-x_0}{1-x_0/2}.
$$

Equation (3) becomes $f^{\alpha-1}=q^\alpha/2$. Taking the root and using $\alpha/(\alpha-1)=1+1/(\alpha-1)$, we find

$$
f=q^{\alpha/(\alpha-1)}\,2^{-1/(\alpha-1)}
=q\left(\frac q2\right)^{1/(\alpha-1)}. \tag{4}
$$

**A second route** uses the vapour composition. The fraction of A among the atoms leaving at a given moment (a fraction of the flux) is

$$
y=\frac{k_Ax}{k_Ax+k_B(1-x)}=\frac{\alpha x}{1+(\alpha-1)x}.
$$

The loss of A is $d(xN)=y\,dN$. Expanding the left side gives $x\,dN+N\,dx=y\,dN$, hence

$$
d\ln N=\frac{dx}{y-x}. \tag{5}
$$

The denominator is

$$
y-x=\frac{\alpha x-x-(\alpha-1)x^2}{1+(\alpha-1)x}
=\frac{(\alpha-1)x(1-x)}{1+(\alpha-1)x}.
$$

Because $1+(\alpha-1)x=(1-x)+\alpha x$, its reciprocal separates into partial fractions:

$$
\frac1{y-x}=\frac1{\alpha-1}\left(\frac1x+\frac{\alpha}{1-x}\right).
$$

Integration from $x_0$ to $x$ yields

$$
\ln f=\frac1{\alpha-1}\left[\ln\frac{x}{x_0}-\alpha\ln\frac{1-x}{1-x_0}\right],
$$

which is the logarithm of (3) divided by $\alpha-1$.

**Limits.** Take the logarithm of (4) and differentiate at fixed $x_0$:

$$
\frac{d\ln f}{d\alpha}=-\frac{\ln(q/2)}{(\alpha-1)^2}>0,
$$

since $q<1$. A larger flux ratio leaves more melt.

- For $\alpha\to\infty$, $f\to q$. Here B does not evaporate, and conservation of B, $(1-x_0)N_0=(1-x_0/2)N$, gives the same value directly.
- For $\alpha\to1$ from above, the exponent in (4) diverges and $f\to0$. Separation is so weak that almost the whole melt must be spent to halve $x$.
- For $x_0\to0$, $q\to1$ and $f\to2^{-1/(\alpha-1)}$. A dilute component still costs a finite fraction of the melt.
- For $x_0\to1$, $q\approx2(1-x_0)$ and $f\approx2(1-x_0)^{\alpha/(\alpha-1)}\to0$. Nearly all of the A must leave before the little B present makes up half of the melt.

### (d) The time

Divide each balance in (1) by its own $k_i$ and add:

$$
\frac{d}{dt}\left(\frac{n_A}{k_A}+\frac{n_B}{k_B}\right)
=-S\,[x+(1-x)]=-S. \tag{6}
$$

At constant $S$ the time follows from the amounts lost. The melt still holds $fN_0x_0/2$ of A and $fN_0(1-x_0/2)$ of B, so

$$
t=\frac{N_0}{S}\left[\frac{x_0-fx_0/2}{k_A}+\frac{1-x_0-f(1-x_0/2)}{k_B}\right]. \tag{7}
$$

### (e) Numbers for the model melt

The flux ratio is

$$
\alpha=\frac{0.10}{0.02}\sqrt{\frac{25}{100}}=5.0\times0.5=2.5 .
$$

With $q=0.60/0.80=0.75$ and $1/(\alpha-1)=2/3$,

$$
f=0.75\times(0.375)^{2/3}=0.75\times0.520=0.390 .
$$

Of the initial 1.0 mmol, 0.390 mmol remains. Direct time integration of the balances (1) gives the same value, as the numerical output shows.

**What has been lost.** The remaining A amounts to $0.390\times0.20=0.078$ of $N_0$, and the remaining B to $0.390\times0.80=0.312$. Relative to the initial amounts, $0.078/0.40=0.195$ of A and $0.312/0.60=0.520$ of B are left. Halving the mole fraction of A has removed about four fifths of the A, because the total has shrunk as well. In general the remaining part of A is $f/2$.

**Mass.** A balance measures mass, not moles. The mean atomic mass of the melt falls from $0.40\times100+0.60\times25=55$ u to $0.20\times100+0.80\times25=40$ u. The residual mass fraction is therefore $0.390\times40/55=0.284$.

**Vapour.** A makes up a fraction $y=0.625$ of the leaving flux at the start and $0.385$ at the end. The last condensate is richer in A than the melt it leaves (0.20), but poorer than the original melt (0.40). These are fractions of the flux. By number density just above the surface, the share of A is $xp_A/[xp_A+(1-x)p_B]$, which is 0.769 at the start and 0.556 at the end, because the heavy atoms move more slowly. If all the vapour is collected, its mean composition is

$$
\bar y=\frac{x_0-fx_0/2}{1-f}=\frac{0.40-0.078}{1-0.390}=0.528 .
$$

**Time.** The rates are $Sk_A/N_0=1.263\times10^{-4}$ s⁻¹ and $Sk_B/N_0=5.052\times10^{-5}$ s⁻¹. Equation (7) gives

$$
t=\frac{0.322}{1.263\times10^{-4}\ {\rm s^{-1}}}+\frac{0.288}{5.052\times10^{-5}\ {\rm s^{-1}}}
\approx8250\ {\rm s}=2.29\ {\rm h}.
$$

**Sensitivity to $\alpha$.** If the masses were ignored and the pressure ratio 5.0 used for $\alpha$, the result would be $f=0.587$, about 50% above the correct value for this model. At the same $x_0$, $\alpha=1.5$ leaves 0.105 of the melt and $\alpha=1.1$ only $4\times10^{-5}$. For a given small relative error in a pressure or evaporation coefficient, the relative error of $f$ is largest when $\alpha$ is close to one.

**Mixing.** Choose a molar volume of 10 cm³/mol and a diffusivity $D=1.0\times10^{-9}$ m²/s. The melt is then a layer of depth $h=0.10$ mm, and diffusion across it takes about $h^2/D=10$ s. This is far shorter than 8250 s, so a uniform melt is a reasonable approximation. So thin a layer requires a support that the melt wets. Otherwise the same volume draws into a bead. A hemisphere has radius $r=1.7$ mm and free area 0.18 cm², so $r^2/D\approx2800$ s and the evaporation time is about $6\times10^4$ s. The margin is then a factor of about 20 instead of 800.

In a deeper or more slowly mixing melt, the surface would be depleted in A. The vapour composition $y$ would then belong to a surface mole fraction below the bulk mean $x$, and would be smaller than assumed. Equation (5) still holds with $x$ as the mean. As long as $y-x$ remains positive, its smaller value means that more melt is lost for the same change of $x$, and $f$ lies below (4).

**Return of vapour.** The saturation pressure over the initial melt is $0.40\times0.10+0.60\times0.02=0.052$ Pa. With a chosen collision cross-section $\sigma=0.5$ nm², the mean free path $kT/(\sqrt2\,\sigma p)$ is about 0.45 m. The melt is about 1 cm wide, so few atoms should be scattered back by collisions near it. The surroundings must also capture the vapour, for instance on cold walls.

**Other conditions.** Evaporation removes heat, which must be supplied to hold $T$. A drift of temperature leaves (4) intact only if $\alpha$ stays constant, which at fixed $a_i$ requires equal enthalpies of vaporisation. If instead the entropies of vaporisation are equal, the pressure ratio 5 at 1200 K means an enthalpy difference $RT\ln5=16$ kJ/mol, and a change of 50 K shifts $\alpha$ by 6–7%. In a non-ideal melt $\alpha$ depends on $x$ through the activity coefficients. Equation (5) then remains valid with the corrected $y$, but the integral must be done anew, and $x_0/2$ is reached only if $y-x$ stays positive on the way. For a regular solution with interaction energy $W=-20$ kJ/mol, $\alpha$ is multiplied by $e^{W(1-2x)/RT}$ and falls to one at $x=0.27$. The melt approaches this composition and $x$ never halves.

## Variation 1: a heavy component with the higher pressure

*Let $p_A/p_B=2$, $m_A/m_B=9$ and equal evaporation coefficients, again with $x_0=0.40$. When has $x$ halved?*

The flux ratio is $\alpha=2/\sqrt9=0.667$. Although A has twice the saturation pressure, it leaves relatively more slowly than B. In (5), $y-x$ is now negative, so $x$ rises as $N$ falls, and it never reaches $x_0/2$. Time integration shows $x$ rising from 0.40 to 0.565 by the time $N/N_0$ has dropped to 0.187.

Equation (4) must not be used here: it was obtained by imposing a composition that the melt does not reach. The meaningful question is when the mole fraction of B halves. It is answered by (4) with the roles exchanged, $\alpha\to1/\alpha$ and $x_0\to1-x_0$.

## Variation 2: shrinking drops

*The melt of part (e) is divided into equal, well-separated drops with a total initial area $S_0=1.0$ cm². Both components have the same molar volume in the melt, and curvature does not affect the pressures. How do $f$ and $t$ change?*

The path (2) does not contain the area, so $f=0.390$ as before. The volume is proportional to $N$ and the drops keep their shape, hence $S=S_0(N/N_0)^{2/3}$.

For the time, let $u=n_B/n_{B0}$. By (2), the total is $N/N_0=g(u)$ with

$$
g(u)=x_0u^\alpha+(1-x_0)u .
$$

The balance of B reads $du/dt=-Sk_Bu/N$. Inserting $S$ and $N$ gives

$$
dt=-\frac{N}{Sk_B}\frac{du}{u}
=-\frac{N_0}{S_0k_B}\,g(u)^{1/3}\,\frac{du}{u},
$$

and therefore

$$
t=\frac{N_0}{S_0k_B}\int_{u_1}^{1}\frac{g(u)^{1/3}}{u}\,du,
\qquad u_1=\frac fq=0.520 .
$$

For constant area the same steps give $g(u)$ in place of $g(u)^{1/3}$. Since $g<1$ after the start, the drops take longer. Time integration of the balances gives about 11 050 s, compared with 8250 s at constant area. By (6), the integral of $S$ over time is the same in both cases, so a smaller area must be paid for with a longer time.

## Numbers as computed

```
temperature: 1200 K
saturation pressures A, B: 0.10, 0.02 Pa
particle masses A, B: 100, 25 u
initial amount: 1.0 mmol
surface area: 1.0 cm^2
mole fraction of A, start and end: 0.40, 0.20
pure flux A: 7.6059e+20 1/(m^2 s)
pure flux B: 3.0424e+20 1/(m^2 s)
rate A, S*J_A/N0: 1.2630e-04 1/s
rate B, S*J_B/N0: 5.0520e-05 1/s
flux ratio alpha: 2.5000
q: 0.7500
residual mole fraction f, formula: 0.390016
residual f, time integration: 0.390016
residual f, composition integral: 0.390016
residual amount: 0.3900 mmol
A left / N0: 0.0780
B left / N0: 0.3120
part of initial A left: 0.1950
part of initial B left: 0.5200
mean particle mass, start and end: 55.0, 40.0 u
residual mass fraction: 0.2836
vapour mole fraction of A at start: 0.6250
vapour mole fraction of A at end: 0.3846
mean mole fraction of A in all vapour: 0.5279
time, constant area, formula: 8249.9 s = 2.292 h
time, constant area, integration: 8249.9 s
time, shrinking drop, integration: 11048.2 s
f if alpha were p_A/p_B = 5.0: 0.5869
f by integration at alpha = 1.5: 0.1055
f by integration at alpha = 2.5: 0.3900
f by integration at alpha = 5.0: 0.5869
f by integration at alpha = 20.0: 0.7123
f by formula at alpha = 1.1: 4.12e-05
f by integration, B involatile: 0.7500
dilute limit of f at example alpha: 0.6300
heavy A: pressure ratio 2, mass ratio 9
heavy A: alpha = 0.6667
heavy A: x from 0.4000 to 0.5647
heavy A: N/N0 at that end: 0.1872
chosen molar volume: 10 cm^3/mol
chosen diffusivity: 1.0e-09 m^2/s
chosen collision cross-section: 0.5 nm^2
layer depth: 0.10 mm
diffusion time across layer: 10.0 s
pressure for free-path estimate: 0.052 Pa
vapour mean free path, estimate: 0.45 m
```
